# Radial pair equations and grid solution for the helium-like second-order energy: test program

```python
# Second-order energy E2 of the 1/Z expansion of the helium-like ground state,
# E(Z) = Z^2 E0 + Z E1 + E2 + ... hartree, E0=-1, E1=5/8, lengths in bohr/Z.
# Under test: E2 = sum_l E2(l); E2(l) from the radial pair equation
#  (h_l(1)+h_l(2)+1) f_l = -(g_l - E1 delta_l0) u(r1)u(r2), u = 2r exp(-r),
#  g_l = r<^l/r>^(l+1), E2(l) = int int source*f_l/(2l+1), on the grid r=a(exp(xi)-1);
#  E2(l) ~ c4 lam^-4 + c6 lam^-6 + c8 lam^-8, lam = l+1/2;
#  E2(l) = A+B+C (l>=1) from psi1 = r12 psi0/2 + chi, U=(r1+r2)(1-cos)/(2 r12), |C|<=D;
#  grid sum l=0..10 plus tail = -0.157666, checked by a Hylleraas-functional minimum.
import numpy as np, sympy as sp, mpmath as mp
from functools import lru_cache
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_legendre, zeta
from scipy.constants import physical_constants
from numpy.polynomial.legendre import leggauss
E1 = 5/8

# commutator identity in Cartesian coordinates
X = sp.symbols('x1 y1 z1 x2 y2 z2', real=True)
R1 = sp.sqrt(sum(v**2 for v in X[:3])); R2 = sp.sqrt(sum(v**2 for v in X[3:]))
R12 = sp.sqrt(sum((X[i]-X[i+3])**2 for i in range(3)))
cs = sum(X[i]*X[i+3] for i in range(3))/(R1*R2)
psi0 = sp.exp(-R1-R2); trial = R12*psi0/2
lhs = -sum(sp.diff(trial, v, 2) for v in X)/2 + (1-1/R1-1/R2)*trial
rhs = ((R1+R2)*(1-cs)/(2*R12) - 1/R12)*psi0
for pt in [(.3, -.5, .8, 1.1, .2, -.4), (1.2, .1, .3, .9, .4, .5)]:
    sub = dict(zip(X, pt))
    assert abs(float(lhs.subs(sub))-float(rhs.subs(sub))) < 1e-12

def waves(l, rl, rg):
    """Legendre components of 1/r12, r12 and U."""
    t = rl/rg; tl = t**l
    return (tl/rg, rg*tl*(t*t/(2*l+3)-1/(2*l-1)),
            .5*(1+t)*tl*(1-l/((2*l-1)*t)-(l+1)*t/(2*l+3)))

cn, cw = leggauss(200)
for l in (0, 1, 4, 9):
    ra, rb = .7, 1.3
    d = np.sqrt(ra*ra+rb*rb-2*ra*rb*cn)
    for fun, val in zip((1/d, d, (ra+rb)*(1-cn)/(2*d)), waves(l, ra, rb)):
        assert abs((l+.5)*np.sum(cw*fun*eval_legendre(l, cn))-val) < 1e-12

yn, yw = leggauss(300); yn = 20*(yn+1); yw = 20*yw
def ABD(l):
    lam = l+.5; x = yn/lam
    K = yw/lam*np.exp(-2*yn)/np.cosh(x/2)**6
    rho = -(lam*np.sinh(x)+np.cosh(x))/(lam*lam-1)
    om = -2*np.sinh(x/2)**2+rho/2
    return (15/(64*lam)*np.sum(K*rho), 45/(128*lam)*np.sum(K*rho*om),
            315/(256*lam*(lam*lam-.25))*np.sum(K*om*om/np.cosh(x)))

# A, B, D from their two-dimensional radial definitions
for l in (1, 3, 8):
    rg = (15*(cn+1))[:, None]; rl = rg*(cn+1)[None, :]/2
    wt = 2*(15*cw)[:, None]*rg*cw[None, :]/2*16*(rl*rg)**2*np.exp(-2*rl-2*rg)/(2*l+1)
    g, rr, U = waves(l, rl, rg)
    direct = (np.sum(wt*g*rr)/2, np.sum(wt*rr*U)/2,
              np.sum(wt*U*U/(l*(l+1)/2*(1/rl**2+1/rg**2))))
    assert np.allclose(direct, ABD(l), rtol=1e-9, atol=0)

# symbolic large-lam coefficients, eps = 1/lam, x = eps*y
y, ep, z = sp.symbols('y ep z', positive=True)
ser = lambda f: sp.series(f, z, 0, 6).removeO().subs(z, ep*y)
lap = lambda q: sum(c*sp.factorial(m[0])/2**(m[0]+1) for m, c in sp.Poly(sp.expand(q), y).terms())
rho = -(ser(sp.sinh(z))/ep+ser(sp.cosh(z)))*(ep**2+ep**4+ep**6)
om = 1-ser(sp.cosh(z))+rho/2
sech6 = ser(1/sp.cosh(z/2)**6)
As = sp.expand(sp.Rational(15, 64)*ep**2*lap(sech6*rho))
Bs = sp.expand(sp.Rational(45, 128)*ep**2*lap(sech6*rho*om))
Ac = [As.coeff(ep, k) for k in (4, 6, 8)]; Bc = [Bs.coeff(ep, k) for k in (4, 6, 8)]
src = y**2+y+1; pol = y**3/6+y**2/2+y+1; phi = pol*sp.exp(-y)
assert sp.simplify(-sp.diff(phi, y, 2)+phi-src*sp.exp(-y)) == 0
assert sp.diff(phi, y).subs(y, 0) == 0
C8 = -sp.Rational(315, 1024)*lap(src*pol); D8 = sp.Rational(315, 1024)*lap(src*src)
c4s, c6s, c8s = Ac[0]+Bc[0], Ac[1]+Bc[1], Ac[2]+Bc[2]+C8
c4, c6, c8 = float(c4s), float(c6s), float(c8s)
A_, B_, D_ = ABD(60); lam = 60.5
assert abs((A_-float(Ac[0])/lam**4-float(Ac[1])/lam**6)*lam**8/float(Ac[2])-1) < 2e-2
assert abs((B_-float(Bc[1])/lam**6)*lam**8/float(Bc[2])-1) < 2e-2
assert abs(D_*lam**8/float(D8)-1) < 5e-3

# grid solution
a, rmax, Ns = 0.2, 22.0, (100, 200, 400, 800)
ximax = np.log(1+rmax/a)
def operator(l, h, npts):
    """Points, Jacobian and tridiagonal matrix of h_l + 1/2."""
    r = a*np.expm1(h*np.arange(1, npts+1)); p = r+a
    return r, p, (1/h**2+.125)/p**2+l*(l+1)/(2*r*r)-1/r+.5, -.5/h**2/(p[:-1]*p[1:])
def grid(l, N, extra=0):
    h = ximax/N
    r, p, dg, off = operator(l, h, N-1+extra)
    e, V = eigh_tridiagonal(dg, off)
    q = np.sqrt(p)*2*r*np.exp(-r); base = np.outer(q, q)
    g, _, U = waves(l, np.minimum.outer(r, r), np.maximum.outer(r, r))
    den = e[:, None]+e[None, :]
    if l == 0:
        den[0, 0] = np.inf
        T = V.T @ ((g-E1)*base) @ V
        return np.array([-h*h*np.sum(T*T/den), 0., e[0], h*T[0, 0]])
    T = V.T @ (g*base) @ V; W = V.T @ (U*base) @ V
    return np.array([-h*h*np.sum(T*T/den)/(2*l+1), -h*h*np.sum(W*W/den)/(2*l+1), e[0], 0.])
def richardson(v):
    v = list(v)
    for k in range(1, len(v)):
        prev = v[-1]
        v = [(4**k*v[i+1]-v[i])/(4**k-1) for i in range(len(v)-1)]
    return v[0], np.abs(v[0]-prev)

# lowest level of the grid operator in a box (radius 600) that holds the n=l+1 state
lev_err = 0.0
for l in range(11):
    lows = []
    for N in (200, 400, 800, 1600):
        _, _, dg, off = operator(l, np.log(1+600/a)/N, N-1)
        lows.append(eigh_tridiagonal(dg, off, eigvals_only=True, select='i',
                                     select_range=(0, 0), tol=1e-15)[0])
    dev = abs(richardson(lows)[0]-(.5-.5/(l+1)**2)); lev_err = max(lev_err, dev)
    assert dev < 1e-8

raw, E, C, err = {}, {}, {}, {}
for l in list(range(11))+[15, 20]:
    raw[l] = [grid(l, N) for N in Ns]
    val, dv = richardson(raw[l]); E[l], C[l], err[l] = val[0], val[1], dv[0]
    assert val[2] > .5-.5/(l+1)**2-1e-7                    # confinement only raises levels
    if l == 0:
        assert abs(val[2]) < 1e-8 and abs(val[3]) < 1e-8   # 1s energy, solvability
        solv = val[3]
box = max(abs(grid(l, 200, 20)[0]-raw[l][1][0]) for l in (0, 1, 10))
r_big = a*np.expm1(ximax*220/200)
assert box < 1e-10
ratio = {l: (raw[l][1][0]-raw[l][2][0])/(raw[l][2][0]-raw[l][3][0]) for l in (0, 10)}
assert all(abs(v-4) < .2 for v in ratio.values())
abd = {l: ABD(l) for l in range(1, 401)}
split = 0.0
for l in range(1, 11):
    A, B, D = abd[l]; dev = abs(E[l]-(A+B+C[l])); split = max(split, dev)
    assert dev < min(1e-5*abs(E[l]), 5e-9)
    assert 0 < -C[l] <= D
# asymptotic coefficients from grid data; tolerances cover the omitted higher powers
def extrap(ls, vals):
    zz = np.array([1/(l+.5)**2 for l in ls])
    return np.linalg.solve(np.vander(zz, increasing=True), np.array(vals))
fit = extrap((5, 6, 8, 10), [E[l]*(l+.5)**4 for l in (5, 6, 8, 10)])
fitC = extrap((10, 15, 20), [C[l]*(l+.5)**8 for l in (10, 15, 20)])
assert abs(fit[0]/c4-1) < 1e-3 and abs(fit[1]/c6-1) < 3e-2
assert abs(fitC[0]/float(C8)-1) < 5e-3

# tail l >= 11
z4, z6, z8 = zeta(4, 11.5), zeta(6, 11.5), zeta(8, 11.5)
assert abs(sum((l+.5)**-4 for l in range(11, 5000))+1/(3*5000.**3)-z4) < 1e-14
tail2 = c4*z4+c6*z6; tail3 = tail2+c8*z8
up = sum(abd[l][0]+abd[l][1] for l in range(11, 401))+c4*zeta(4, 401.5)+c6*zeta(6, 401.5)
lo = up-sum(abd[l][2] for l in range(11, 401))
assert up-lo < 1e-8 and abs(tail2-(up+lo)/2) < 1e-8
S10 = sum(E[l] for l in range(11)); tot2, tot3 = S10+tail2, S10+tail3

# Hylleraas functional, psi1 = F psi0, F = sum s^(a2/2) t^b u^c, fixed-point integers
P = 320; ONE = 1 << P; mp.mp.prec = P+250
@lru_cache(None)
def G(n2):
    w = mp.mpf(n2)/2+3
    return int(mp.floor(mp.gamma(w)/mp.power(2, w)*ONE))
@lru_cache(None)
def I(a2, b, c):   # int exp(-2s) s^(a2/2) t^b u^c over 0<t<u<s
    return G(a2+2*(b+c))//((b+1)*(b+c+2))
assert abs(2*(I(4, 0, 1)-I(0, 2, 1))/ONE-1) < 1e-14      # norm of psi0
assert abs(2*(I(4, 0, 0)-I(0, 2, 0))/ONE-E1) < 1e-14     # first-order energy
bas = sorted([(a2, b, c) for a2 in range(19) for b in range(0, 10, 2) for c in range(10)
              if 0 < a2+2*(b+c) <= 18], key=lambda m: m[0]+2*(m[1]+m[2]))
n = len(bas); M = np.zeros((n+1, n+1), dtype=object)
for i, (a1, b1, c1) in enumerate(bas):
    for j in range(i, n):
        a2, b2, c2 = bas[j]; Aa, Bb, Cc = a1+a2, b1+b2, c1+c2; s = 0
        if a1*a2: s += a1*a2*(I(Aa, Bb, Cc+1)-I(Aa-4, Bb+2, Cc+1))
        if b1*b2: s += 4*b1*b2*(I(Aa+4, Bb-2, Cc+1)-I(Aa, Bb, Cc+1))
        if c1*c2: s += 4*c1*c2*(I(Aa+4, Bb, Cc-1)-I(Aa, Bb+2, Cc-1))
        k = a1*c2+c1*a2
        if k: s += 2*k*(I(Aa, Bb, Cc+1)-I(Aa, Bb+2, Cc-1))
        k = b1*c2+c1*b2
        if k: s += 4*k*(I(Aa+4, Bb, Cc-1)-I(Aa, Bb, Cc+1))
        M[i, j] = s//2
    M[i, n] = 2*(I(a1+4, b1, c1)-I(a1, b1+2, c1))-5*(I(a1+4, b1, c1+1)-I(a1, b1+2, c1+1))//4
M[n, n] = 0
run = []
for k in range(n):      # elimination of the bordered matrix; corner = -b M^-1 b
    piv = M[k, k]; assert piv > 0
    for i in range(k+1, n+1):
        fac = (M[k, i] << P)//piv
        M[i, i:] = M[i, i:]-((M[k, i:]*fac) >> P)
    run.append(M[n, n]/ONE)
n7 = sum(1 for m in bas if m[0]+2*(m[1]+m[2]) <= 14)
hyl = run[-1]
assert hyl > S10+lo-2e-8 and abs(hyl-tot2) < 1e-7 and abs(hyl-tot3) < 1e-7
assert abs(tot2+0.157666) < 5e-7
assert abs(hyl-S10) > 1e-5      # without the tail the sum is not converged

eV = physical_constants['Hartree energy in eV'][0]
print(f"grid: a={a}, rmax={rmax} (bohr/Z), xi_max={ximax:.5f}, N={Ns}, h(N=100)={ximax/100:.5f}")
print(f"A coefficients lam^-4,-6,-8 (hartree): {Ac}")
print(f"B coefficients lam^-4,-6,-8 (hartree): {Bc}")
print(f"C8={C8}={float(C8):.5f}, D8={D8}={float(D8):.5f} hartree")
print(f"c4={c4s}={c4:.7f}, c6={c6s}={c6:.7f}, c8={c8s}={c8:.5f} hartree")
print(f"max level error l=0..10, box 600: {lev_err:.1e} (Z^2 hartree); solvability residual {abs(solv):.1e}")
print(f"max change of E2(l), rmax {rmax} -> {r_big:.1f}: {box:.1e} hartree")
for l in (0, 10):
    print(f"raw E2({l}) hartree: "+" ".join(f"{v[0]:.9e}" for v in raw[l])+f" ratio {ratio[l]:.3f}")
print("l  E2(l)  last Richardson change  partial sum  two-term series (hartree)")
part = 0
for l in range(11):
    part += E[l]; lam = l+.5
    print(f"{l:2d} {E[l]:.10f} {err[l]:.1e} {part:.9f} {c4/lam**4+c6/lam**6:.10f}")
print("l  A  B  C(grid)  D (hartree)  |C|/D")
for l in range(1, 11):
    A, B, D = abd[l]
    print(f"{l:2d} {A:.6e} {B:.6e} {C[l]:.5e} {D:.5e} {-C[l]/D:.4f}")
print(f"max |E2(l)-(A+B+C)|, l=1..10: {split:.1e} hartree")
print("C lam^8 at l=10,15,20 (hartree): "+" ".join(f"{C[l]*(l+.5)**8:.5f}" for l in (10, 15, 20)))
print(f"from grid data: c4={fit[0]:.6f}, c6={fit[1]:.4f}, C8={fitC[0]:.4f} hartree")
print(f"zeta(4,6,8; 11.5) = {z4:.7e} {z6:.6e} {z8:.4e}")
print(f"tail terms: {c4*z4:.6e} {c6*z6:.5e} {c8*z8:.3e} hartree")
print(f"tail two-term {tail2:.6e}, three-term {tail3:.6e} hartree")
print(f"tail bracket [{lo:.6e}, {up:.6e}] hartree")
print(f"sum l=0..10: {S10:.9f} hartree")
print(f"E2 with leading tail {S10+c4*z4:.9f}, two-term {tot2:.9f}, three-term {tot3:.9f} hartree")
print(f"Hylleraas functional: {n7} functions {run[n7-1]:.9f}, {n} functions {hyl:.9f} hartree")
print(f"Hylleraas minus three-term sum: {hyl-tot3:.1e} hartree")
print(f"E2 = {tot2:.6f} hartree = {tot2*eV:.5f} eV; share of l=0: {100*E[0]/tot2:.2f} %")
eHe = -4+2*E1+tot2
print(f"He (Z=2) through second order: {eHe:.6f} hartree = {eHe*eV:.4f} eV")
print("all tests passed")
```

Printed output:

```
grid: a=0.2, rmax=22.0 (bohr/Z), xi_max=4.70953, N=(100, 200, 400, 800), h(N=100)=0.04710
A coefficients lam^-4,-6,-8 (hartree): [-45/256, -225/2048, -1575/8192]
B coefficients lam^-4,-6,-8 (hartree): [0, 675/2048, 315/1024]
C8=-15435/16384=-0.94208, D8=4095/4096=0.99976 hartree
c4=-45/256=-0.1757812, c6=225/1024=0.2197266, c8=-13545/16384=-0.82672 hartree
max level error l=0..10, box 600: 8.4e-13 (Z^2 hartree); solvability residual 1.3e-12
max change of E2(l), rmax 22.0 -> 35.4: 4.2e-14 hartree
raw E2(0) hartree: -1.255457556e-01 -1.253867720e-01 -1.253470639e-01 -1.253371392e-01 ratio 4.001
raw E2(10) hartree: -1.549152001e-05 -1.458902374e-05 -1.437366662e-05 -1.432055691e-05 ratio 4.055
l  E2(l)  last Richardson change  partial sum  two-term series (hartree)
 0 -0.1253338312 3.2e-14 -0.125333831 11.2500000000
 1 -0.0264951624 2.2e-14 -0.151828994 -0.0154320988
 2 -0.0039061340 1.1e-13 -0.155735128 -0.0036000000
 3 -0.0010777289 2.3e-13 -0.156812856 -0.0010518576
 4 -0.0004060983 3.9e-13 -0.157218955 -0.0004022083
 5 -0.0001849954 5.8e-13 -0.157403950 -0.0001841596
 6 -0.0000957892 8.1e-13 -0.157499739 -0.0000955600
 7 -0.0000543960 1.1e-12 -0.157554135 -0.0000543210
 8 -0.0000331197 1.4e-12 -0.157587255 -0.0000330916
 9 -0.0000212941 1.7e-12 -0.157608549 -0.0000212824
10 -0.0000143029 2.0e-12 -0.157622852 -0.0000142976
l  A  B  C(grid)  D (hartree)  |C|/D
 1 -5.526617e-02 6.798334e-02 -3.92123e-02 5.75701e-02 0.6811
 2 -5.084214e-03 1.660183e-03 -4.82102e-04 6.03642e-04 0.7987
 3 -1.239857e-03 1.965661e-04 -3.44375e-05 4.04639e-05 0.8511
 4 -4.430525e-04 4.181268e-05 -4.85849e-06 5.52370e-06 0.8796
 5 -1.962970e-04 1.231354e-05 -1.01191e-06 1.12838e-06 0.8968
 6 -9.999062e-05 4.474073e-06 -2.72645e-07 3.00296e-07 0.9079
 7 -5.619207e-05 1.884354e-06 -8.83095e-08 9.64604e-08 0.9155
 8 -3.397253e-05 8.856949e-07 -3.28551e-08 3.56782e-08 0.9209
 9 -2.173368e-05 4.531698e-07 -1.36205e-08 1.47279e-08 0.9248
10 -1.454485e-05 2.480887e-07 -6.15899e-09 6.63853e-09 0.9278
max |E2(l)-(A+B+C)|, l=1..10: 2.0e-13 hartree
C lam^8 at l=10,15,20 (hartree): -0.90996 -0.92659 -0.93305
from grid data: c4=-0.175779, c6=0.2192, C8=-0.9420 hartree
zeta(4,6,8; 11.5) = 2.4941079e-04 1.229184e-06 7.1924e-09
tail terms: -4.384174e-05 2.70084e-07 -5.946e-09 hartree
tail two-term -4.357166e-05, three-term -4.357760e-05 hartree
tail bracket [-4.357787e-05, -4.357078e-05] hartree
sum l=0..10: -0.157622852 hartree
E2 with leading tail -0.157666694, two-term -0.157666424, three-term -0.157666430 hartree
Hylleraas functional: 119 functions -0.157666393, 219 functions -0.157666428 hartree
Hylleraas minus three-term sum: 1.3e-09 hartree
E2 = -0.157666 hartree = -4.29032 eV; share of l=0: 79.49 %
He (Z=2) through second order: -2.907666 hartree = -79.1216 eV
all tests passed
```
